Solving the BCS Gap Equation by Fixed-Point and Newton Iteration

**1. Result**

Let Δ ≥ 0 be the superconducting gap and θ = k_B T the thermal energy. In the mean-field model defined below, the gap equation has the form

Δ = F(Δ), F(Δ) = Δ K(Δ²),

K(y) = g ∫₀^W dξ tanh(E/2θ)/E, E = √(ξ² + y).

Here g is a dimensionless coupling and W an energy cutoff. For 0 < T < Tc:

• Δ = 0 is an unstable fixed point, because F′(0) = K(0) > 1.
• There is one positive fixed point Δ*, and the iteration Δₙ₊₁ = F(Δₙ) reaches it from every positive start. The error is finally multiplied at each step by the contraction factor λ = F′(Δ*), with 0 < λ < 1.
• Near Tc, for θ ≪ W,

λ ≈ 1 − 2g(1 − T/Tc),

so the fixed-point method slows down without limit as T → Tc.
• Newton's method for K(y) = 1, started at y = 0, rises monotonically to y* = Δ*² and does not slow down near Tc.

The algebra is in atomic units, and numerical energies are in eV. A prime on F means d/dΔ; a prime on K means d/dy at fixed θ.

**2. The gap equation as a map**

Take an attraction of constant strength V between pairs (k↑, −k↓) whose energies ξ, measured from the chemical potential, satisfy |ξ| < W. The mean-field approximation gives each pair of states the Hamiltonian

h = ξ(n↑ + n↓) − Δ(c†↑c†↓ + c↓c↑),

with the self-consistency condition Δ = V Σₖ aₖ, where a = ⟨c↓c↑⟩ is real.

The singly occupied states both have energy ξ. The empty and doubly occupied states are mixed by the matrix with diagonal 0, 2ξ and off-diagonal element −Δ. Its eigenvalues are ξ ± E, with E = √(ξ² + Δ²). The partition function is therefore

Z = e^(−ξ/θ) [2 + 2 cosh(E/θ)] = 4 e^(−ξ/θ) cosh²(E/2θ).

The derivative of −θ ln Z with respect to Δ equals ⟨∂h/∂Δ⟩ = −2a. Since ∂E/∂Δ = Δ/E,

−2a = −θ · 2 tanh(E/2θ) · (1/2θ) · Δ/E,

a = Δ tanh(E/2θ)/(2E).

Assume a constant density of states N(0) per spin. The sum over k becomes N(0) times the integral from −W to W. The integrand is even, so this is twice the integral from 0 to W, which cancels the 2 in a. With g = N(0)V we obtain Δ = F(Δ).

The iteration has a variational meaning. The mean-field free energy is Ω = Δ²/V − θ Σₖ ln Zₖ, apart from terms independent of Δ. Hence

∂Ω/∂Δ = 2Δ/V − 2Σₖ aₖ = (2/V)[Δ − F(Δ)],

F(Δ) − Δ = −(V/2) ∂Ω/∂Δ.

Each fixed-point step is a steepest-descent step on Ω. It is a numerical procedure, not the motion of the gap in real time.

**3. Existence and uniqueness**

Euler's product for cosh z, with zeros at z = ±i(n + ½)π, is

cosh z = Πₙ [1 + z²/((n + ½)²π²)], n = 0, 1, 2, …

Its logarithmic derivative is tanh z = Σₙ 2z/[z² + (n + ½)²π²]. Setting z = E/2θ and dividing by E gives

tanh(E/2θ)/E = 4θ Σₙ 1/(E² + ωₙ²), ωₙ = (2n + 1)πθ.

Because E² = ξ² + y, differentiation with respect to y gives

K′(y) = −4θg Σₙ ∫₀^W dξ/(E² + ωₙ²)² < 0,

K″(y) = 8θg Σₙ ∫₀^W dξ/(E² + ωₙ²)³ > 0.

Thus K is strictly decreasing and convex. Also K(y) ≤ gW/√y, since tanh ≤ 1 and E ≥ √y, so K → 0 at large y. The equation K(y) = 1 therefore has a positive root if and only if K(0) > 1, and that root is unique.

The substitution ξ = 2θx gives

K(0) = g ∫₀^(W/2θ) dx tanh(x)/x.

This falls continuously from infinity to zero as θ rises from zero to infinity. It equals one at a single temperature, θ_c = k_B Tc. A positive gap exists below Tc and not at or above it.

**4. Instability of zero and convergence to the gap**

Differentiating F = ΔK(Δ²) gives

F′(Δ) = K(Δ²) + 2Δ² K′(Δ²).

At T > 0, K′(0) is finite, so F′(0) = K(0). Subtracting K(0) = 1 at Tc from its value at T leaves

κ ≡ K(0) − 1 = g ∫ dx tanh(x)/x, from W/2θ_c to W/2θ.

For θ, θ_c ≪ W, tanh x is practically one over this range, and

F′(0) = 1 + κ ≈ 1 + g ln(Tc/T).

Below Tc a small seed grows by this factor per step; above Tc it shrinks. A start at Δ = 0 never moves, so a program started there reports a normal state at every temperature. Since ∂²Ω/∂Δ² = (2/V)(1 − F′), the unstable fixed point is a local maximum of the free energy.

To establish convergence from every positive start, we need F to be increasing. Differentiate the integrand of F:

∂/∂Δ [Δ tanh(E/2θ)/E]
= tanh(E/2θ)/E + (Δ²/E)[sech²(E/2θ)/(2θE) − tanh(E/2θ)/E²]
= (ξ²/E³) tanh(E/2θ) + (Δ²/(2θE²)) sech²(E/2θ).

The last line used E² − Δ² = ξ². Both terms are non-negative, and their integral is positive, so F′ > 0.

If 0 < Δ < Δ*, then K(Δ²) > 1 gives F(Δ) > Δ, while the increase of F gives F(Δ) < F(Δ*) = Δ*. The iterates rise and remain below Δ*. If Δ > Δ*, both inequalities reverse, and the iterates fall and remain above Δ*. A bounded monotone sequence has a limit, which by continuity is a fixed point. In both cases it is positive, so it is Δ*.

**5. The contraction factor**

Write eₙ = Δₙ − Δ*. Taylor expansion gives eₙ₊₁ = λeₙ + O(eₙ²), and K(y*) = 1 gives

λ = 1 + 2y* K′(y*).

Since K′ < 0 and F′ > 0, we have 0 < λ < 1.

In the limit T → 0 at fixed positive Δ, tanh → 1 and K = g arsinh(W/Δ). The condition K = 1 gives

Δ₀ = W/sinh(1/g).

Moreover Δ ∂K/∂Δ = −gW/√(W² + Δ²). At Δ₀ the square root is W coth(1/g), so

λ(T → 0) = 1 − g tanh(1/g).

For weak coupling this is close to 1 − g. Even far from Tc each factor of ten in the error then costs ln 10/(−ln(1 − g)) steps, about 6.5 for g = 0.3, and this number grows as 1/g for smaller g.

Near Tc the gap is small, and K can be expanded:

K(y) = 1 + κ − cy + dy² + …, c = −K′(0), d = K″(0)/2.

The root satisfies cy* = κ + O(κ²). Therefore

λ = 1 + 2y*(−c + 2dy* + …) = 1 − 2κ + O(κ²).

With κ ≈ g ln(Tc/T) ≈ g(1 − T/Tc), this is the law stated in Section 1. The limit λ → 1 itself needs no assumption about θ_c/W, because κ → 0 at Tc in any case. To leading order, the approach to Δ* has rate 2κ per step, twice the rate κ at which a seed leaves zero. The curvature of Ω at its minimum, (2/V)(1 − λ), vanishes at Tc; steepest descent slows down because the minimum becomes flat.

Reducing the error by a factor of ten takes

ln 10/(−ln λ) ≈ ln 10/[2g(1 − T/Tc)]

steps once the error is small.

The coefficient c follows from Section 3. Extending the integral to infinity and using ∫₀^∞ dξ/(ξ² + ω²)² = π/(4ω³) gives

4θg Σₙ π/(4ωₙ³) = [g/(π²θ²)] Σₙ 1/(2n + 1)³ = 7ζ(3)g/(8π²θ²).

The sum over odd integers is ζ(3) minus its even part ζ(3)/8. The added tail ξ > W must be removed. There tanh ≈ 1, and −∂(1/E)/∂y at y = 0 is 1/(2ξ³), whose integral from W is 1/(4W²). Thus, up to terms exponentially small in W/θ,

c ≈ g[7ζ(3)/(8π²θ²) − 1/(4W²)].

**6. The iteration at Tc**

At Tc, κ = 0 and Δ* = 0. The map becomes Δₙ₊₁ = Δₙ[1 − cΔₙ² + O(Δₙ⁴)]. Taking the inverse square,

1/Δₙ₊₁² = (1/Δₙ²)[1 + 2cΔₙ² + O(Δₙ⁴)] = 1/Δₙ² + 2c + O(Δₙ²).

After many steps Δₙ ≈ 1/√(2cn). The geometric decay of the error has become algebraic: halving the gap requires about four times as many steps in total.

**7. When to stop**

In the linear regime, eₙ = eₙ₊₁/λ, so the last step is

Δₙ₊₁ − Δₙ = eₙ₊₁ − eₙ = −[(1 − λ)/λ] eₙ₊₁.

The remaining error is therefore

|eₙ₊₁| = [λ/(1 − λ)] |Δₙ₊₁ − Δₙ|.

Near Tc the prefactor is large, and a small step does not prove a small error. Successive steps have the ratio λ in this regime, so λ can be estimated from the run itself.

A separate error comes from evaluating K. If the computed function is K + δ, with δ small, the root moves by δy ≈ −δ/K′(y*). Near Tc this is δ/c. Relative to y* ≈ κ/c it is δ/κ, so the relative gap error is δ/(2κ). This sensitivity belongs to the equation and affects both methods.

**8. Newton's method**

Dividing Δ = F(Δ) by Δ removes the trivial solution. Newton's method for K(y) − 1 = 0 is

yₙ₊₁ = yₙ + [1 − K(yₙ)]/K′(yₙ).

Suppose 0 ≤ yₙ < y*. Then 1 − K(yₙ) and K′(yₙ) are both negative, so yₙ₊₁ > yₙ. A strictly convex function lies above its tangent, hence

1 = K(y*) > K(yₙ) + K′(yₙ)(y* − yₙ).

Subtract K(yₙ) and divide by the negative number K′(yₙ), which reverses the inequality:

[1 − K(yₙ)]/K′(yₙ) < y* − yₙ.

So yₙ₊₁ < y*. The iterates rise and are bounded by y*. In the limit the step vanishes, which requires K = 1, so the limit is y*. The start y = 0, useless for the fixed-point map, is safe here. A start above y* need not be: by convexity the first step lands below y*, and it can land below zero. For θ ≪ √y ≪ W, K ≈ g ln(2W/√y), so K − 1 ≈ −(g/2) ln(y/y*) and K′ ≈ −g/(2y). The step then gives y[1 − ln(y/y*)], which is negative once y > e y*, that is, for a starting gap above about 1.65Δ*. Near Tc even y = Δ₀² fails: with the parameters of Section 10 at T/Tc = 0.99 it is sent to about −5.8y*.

For the error put ε = yₙ − y*, with derivatives evaluated at y*. Then K(yₙ) − 1 = K′ε + ½K″ε² + … and K′(yₙ) = K′ + K″ε + …, so

yₙ₊₁ − y* = ε − (K′ε + ½K″ε²)/(K′ + K″ε) ≈ [K″/(2K′)] ε².

Relative to y*, the error obeys rₙ₊₁ ≈ q rₙ², with q = y*K″/(2K′). Near Tc, q ≈ −dκ/c², which tends to zero: K becomes nearly linear between 0 and y*.

The first step from zero gives y₁ = κ/c, the leading small-gap result Δ ≈ √(κ/c). As T → 0, κ grows logarithmically but c grows as 1/θ², so y₁ → 0 and the start becomes poorer. At T = 0, K(0) diverges and the formula for Δ₀ should be used instead.

In evaluating K′, set x = E/2θ and s = x². Since tanh(E/2θ)/E = tanh(x)/(2θx) and ds/dy = 1/(4θ²),

K′ = [g/(8θ³)] ∫₀^W dξ (x sech²x − tanh x)/(2x³).

At small x the numerator is a difference of nearly equal numbers. The fraction should then be replaced by its series −1/3 + 4s/15 − 17s²/105 + …, obtained by differentiating tanh(x)/x = 1 − s/3 + 2s²/15 − 17s³/315 + … with respect to s.

**9. What happens if the trivial root is kept**

Newton's method can also be applied to H(Δ) = F(Δ) − Δ = Δ(K − 1). Since H′ = K − 1 + 2Δ²K′,

Δ − H/H′ = 2Δ³K′/(K − 1 + 2Δ²K′).

Near Tc, insert K − 1 ≈ κ − cΔ² and K′ ≈ −c. With ρ = Δ/Δ* and cΔ*² ≈ κ, the step is

ρ → −2ρ³/(1 − 3ρ²).

For ρ² < 1/3, the magnitude decreases if 2ρ² < 1 − 3ρ², that is, if ρ < 1/√5 ≈ 0.447. The reduction factor 2ρ²/(1 − 3ρ²) is an increasing function of |ρ|, so it becomes smaller as |ρ| shrinks, and all such starts converge to zero. The unstable fixed point of F is an attracting root for this Newton iteration. Every step with 0 < ρ < 1/√3 reverses the sign of Δ. At ρ = 1/√5 it sends Δ exactly to −Δ, so the iteration alternates between these two values, and at ρ = 1/√3 the denominator vanishes. For ρ > 1/√3 the new value is 2ρ³/(3ρ² − 1), whose minimum is 1 at ρ = 1. For ρ > 1 the factor 2ρ²/(3ρ² − 1) is below one, so from there the iterates fall to the gap. For 1/√5 < ρ < 1/√3 the factor exceeds one, so |ρ| grows with alternating sign until it passes 1/√3; since the step is odd in ρ, the run then ends at +Δ* or at −Δ*, depending on the start. All this holds within the small-gap expansion, which fails if a start close to 1/√3 is thrown to a large Δ. The edge also shifts away from Tc: with the parameters of Section 10 it lies at 0.437 instead of 0.447 for T/Tc = 0.9.

**10. Worked example**

Take the round model parameters g = 0.30 and W = 0.030 eV. Solving K(0) = 1 gives θ_c = 1.213 × 10⁻³ eV, or Tc = 14.08 K. Thus W/2θ_c ≈ 12.4, and replacing tanh by one in Section 4 is justified. The zero-temperature gap is

Δ₀ = 0.030 eV/sinh(3.333) = 2.143 × 10⁻³ eV.

In the following table the step counts are those needed for a relative gap error below 10⁻⁸. The fixed-point runs start at Δ₀ and the Newton runs at y = 0.

T/Tc    Δ* (10⁻³ eV)   λ        fixed   Newton
0.200   2.143          0.7011   27      6
0.500   2.051          0.7503   54      5
0.900   1.129          0.9412   288     3
0.990   0.3709         0.9940   2948    3
0.999   0.1177         0.9994   29540   2

At T/Tc = 0.99 the near-Tc law gives λ = 1 − 2 × 0.30 × 0.01 = 0.9940, as found. It predicts 2.303/0.006 ≈ 384 steps per factor of ten, or about 3070 for eight such factors; the run took 2948. The count of eight factors presumes an initial relative error of one. The run starts at 2.143/0.3709 − 1 ≈ 4.8, yet it is shorter, because above the gap a large error falls faster than by λ per step. With ρ = Δ/Δ* and K − 1 ≈ κ(1 − ρ²), the map is ρ → ρ[1 + κ(1 − ρ²)]. To first order in κ this gives 1/ρ² → 1/ρ² − 2κ(1/ρ² − 1), so 1 − 1/ρ² is multiplied by about 1 − 2κ ≈ λ per step; the first steps, where Δ is not yet small, deviate slightly from this factor. This quantity starts at 1 − (0.3709/2.143)² ≈ 0.970 and near the gap equals twice the relative error, so the count is ln(0.970/(2 × 10⁻⁸))/0.006 ≈ 2950. At T/Tc = 0.2 the law would give 0.52 instead of 0.70: it is not a low-temperature formula. The count of 27 in that row is low mainly because Δ₀ is already within 1.2 × 10⁻⁴ of the gap; at λ = 0.70 each factor of ten still costs 6.5 steps.

At T/Tc = 0.9, F′(0) = 1.0316, in agreement with 1 + 0.30 ln(1/0.9). Five fixed-point steps from Δ₀ reach 1.667 × 10⁻³ eV, still 48% above the gap. The first Newton step gives 1.088 × 10⁻³ eV, 3.6% below it. The relative errors in y after zero, one and two Newton steps are −1, −0.071 and −3.6 × 10⁻⁴. Each new error is about −0.07 times the square of the previous one, as the quadratic law requires.

The stopping rule matters at T/Tc = 0.99. When the last step had fallen to 9.94 × 10⁻⁷ of the gap, Section 7 predicts a relative error

(0.99401/0.00599) × 9.94 × 10⁻⁷ ≈ 1.65 × 10⁻⁴.

The actual error was 1.65 × 10⁻⁴, some 166 times the step.

At Tc, c = 2.163 × 10⁴ eV⁻². After 1000 steps the algebraic law gives 1/√(2 × 2.163 × 10⁴ × 1000) eV = 1.52 × 10⁻⁴ eV, which agrees with the iteration to the digits shown.

Finally, Newton's method applied to F(Δ) − Δ at T/Tc = 0.9 ended at zero from 0.3Δ* and at the gap from 0.8Δ*. At T/Tc = 0.999 the start that one step sends to its negative was 0.4471Δ*, close to Δ*/√5. The numerical check also compares the map with one built from diagonalized four-state pair Hamiltonians.

Computed values

```
coupling g = 0.30
cutoff W = 0.030 eV
k_B Tc = 1.213486e-03 eV
Tc = 14.082 K
gap at T=0: 2.143167e-03 eV
gap(0)/(k_B Tc) = 1.7661
contraction factor at T=0: 0.70076
fixed-point start: gap at T=0; Newton start: y=0
step counts are for relative gap error 1e-8
T/Tc   gap(eV)      F'(0)    lambda   near-Tc law  N_fix N_Newton
0.200  2.14291e-03  1.48283  0.701103  0.520000      27    6
0.500  2.05102e-03  1.20794  0.750292  0.700000      54    5
0.900  1.12864e-03  1.03161  0.941245  0.940000     288    3
0.990  3.70905e-04  1.00302  0.994011  0.994000    2948    3
0.999  1.17727e-04  1.00030  0.999400  0.999400   29540    2
seed factor per step at T/Tc=0.5: 1.207944
seed factor per step at T/Tc=0.9: 1.031608
seed factor per step at T/Tc=1.1: 0.971407
Newton y*K''/(2K') at T/Tc=0.5: -0.36143
iterates at T/Tc=0.9: n, fixed-point gap (eV), Newton gap (eV)
0  2.143167068e-03  0.000000000e+00
1  2.003772003e-03  1.087616100e-03
2  1.893306851e-03  1.128434284e-03
3  1.803550389e-03  1.128635107e-03
4  1.729165195e-03  1.128635112e-03
5  1.666527622e-03  1.128635112e-03
Newton on F(D)-D, start 0.3 gap: end/gap = 0.000000
Newton on F(D)-D, start 0.8 gap: end/gap = 1.000000
trivial-root basin edge/gap at T/Tc=0.999: 0.44712
at T/Tc=0.99: last relative step = 9.9412e-07
at T/Tc=0.99: true relative error = 1.6496e-04
c at Tc = 2.16279e+04 eV^-2
growth of 1/gap^2 per step at Tc = 4.32441e+04 eV^-2
gap after 1000 steps at Tc = 1.51824e-04 eV
gap after 2000 steps at Tc = 1.07442e-04 eV
```
